# A transient voltage drop does not prove an S-shaped ferroelectric curve

**Q:** I charge a ferroelectric capacitor through a resistor. For a while its voltage falls although charge is still flowing onto its plates. The differential capacitance is then negative, so I am seeing the negative slope of the film's intrinsic S-shaped curve. What else could it be?

**A:** Start with what the observation itself requires. Take a film of thickness $d$, with perfectly screening electrodes and no leakage or stray capacitance. In atomic units, its free charge per area is

$$\sigma=cV+P,\qquad c=\frac{\epsilon}{4\pi d},$$

where $V$ is the film voltage, $P$ the switchable polarization and $\epsilon$ the permittivity of the remaining, linear response. A constant source $V_s>0$ acts through a resistance $R$. For plate area $A$, the current per area is $(V_s-V)/(RA)$. With $\tau=RAc$,

$$\frac{d\sigma}{dt}=\frac{c(V_s-V)}{\tau},\qquad
c\frac{dV}{dt}=\frac{c(V_s-V)}{\tau}-\frac{dP}{dt}.$$

The second equation is the first with $\sigma=cV+P$ inserted. While $V<V_s$, the free charge rises. The voltage falls when $dP/dt$ exceeds the supplied current per area. This is charge conservation, and it does not say why $P$ changes quickly.

**Q:** A double-well energy explains why. Past the coercive voltage the polarization runs downhill. Can you get the same drop without an S-curve?

**A:** Let every region have polarization $-P_s$ or $+P_s$, with equal energies at zero voltage. If a fraction $f$ has switched, $P=P_s(2f-1)$. Neglecting wall energy, what remains is the energy of the linear response,

$$u=\frac{(\sigma-P)^2}{2c},\qquad
\left.\frac{\partial u}{\partial\sigma}\right|_P=\frac{\sigma-P}{c}=V.$$

For the static curve, minimize $u$ over $f$ at fixed $\sigma$. If $|\sigma|\le P_s$, the film can choose $P=\sigma$, which gives $u=0$ and $V=0$. Outside that range $P$ stops at $\pm P_s$, and $V=(\sigma\mp P_s)/c$. The curve is a plateau between two rising lines, with no negative slope.

**Q:** But two stable states imply a barrier between them, and so an S-curve for uniform switching.

**A:** The material may well have such a barrier. This model does not specify it, because the film never passes uniformly through $P=0$: walls sweep across it. If the model produces your transient, the transient alone cannot measure the uniform barrier.

Suppose seeds of negligible size, with density $n$, are scattered at random, and each grows into a circle of radius $r$. A point is still unswitched if no seed lies within $r$ of it. For random seeds that probability is $e^{-\pi nr^2}$, so

$$f=1-e^{-(r/\ell)^2},\qquad \ell=(\pi n)^{-1/2},\qquad \frac{dr}{dt}=v(V).$$

Overlaps are included, since a point is counted once however many circles cover it. Take $v(0)=0$ and $v>0$ for $V>0$, without back-switching. With $h=df/dr$ we have $df/dt=hv$ and $dP/dt=2P_shv$. Hence

$$\frac{dV}{dt}=\frac{V_s-V}{\tau}-\frac{2P_s}{c}\,h(r)v(V).$$

Here $h$ is the active wall length per area: multiplied by the wall speed, it gives the fraction switched per unit time. It first grows with the circles, then shrinks as they merge.

Start from $V=0$, $f=0$. At $V=0$ the derivative is $V_s/\tau>0$, so the voltage cannot become negative. At $V=V_s$ the supply vanishes and the switching term is not positive, so $V$ cannot pass above $V_s$.

**Q:** Does that growth really produce a drop, or does it just slow the rise?

**A:** It can do either. Take a model film with $d=100$ angstrom, $\epsilon=30$, $P_s=0.010\ e/\text{angstrom}^2$ and $n=10^{-6}$ angstrom$^{-2}$, so $\ell=564$ angstrom. Let $v=\mu V$ with $\mu=20$ angstrom/(ns V), $V_s=2.0$ V and $\tau=10$ ns. One volt is one eV per elementary charge.

Numerical integration of the two rate equations gives a peak of 0.849 V at 8.1 ns and a trough of 0.429 V at 38.1 ns. The switched fraction rises from 0.0262 to 0.4229. The bound charge released between these times is

$$2P_s\Delta f=0.020(0.4229-0.0262)=7.934\times10^{-3}\ e/\text{angstrom}^2.$$

The integrated current supplies $7.239\times10^{-3}$ in the same unit. With $c=1.658\times10^{-3}\ e/(\text{V angstrom}^2)$,

$$\Delta V=\frac{(7.239-7.934)\times10^{-3}}{1.658\times10^{-3}}
\simeq-0.42\ \text{V}.$$

The drop is about 0.0154 hartree per elementary charge. The free charge rose throughout, and the static curve has no negative slope.

A drop is not guaranteed. With $P_s=2\times10^{-4}\ e/\text{angstrom}^2$ and $\tau=100$ ns, the other inputs unchanged, the voltage rises throughout the switching.

**Q:** How do I know that wall growth, rather than some hidden instability, turns the voltage over?

**A:** Differentiate the voltage equation once more:

$$\frac{d^2V}{dt^2}=-\frac1\tau\frac{dV}{dt}
-\frac{2P_s}{c}\left[h'(r)v^2+h\frac{dv}{dV}\frac{dV}{dt}\right].$$

The first term in the bracket uses $dr/dt=v$. At a turning point $dV/dt=0$, leaving

$$\frac{d^2V}{dt^2}=-\frac{2P_s}{c}h'(r)v^2.$$

A maximum needs $h'>0$, a growing wall length. A minimum needs $h'<0$. For the circles,

$$h=\frac{2r}{\ell^2}e^{-(r/\ell)^2},\qquad
h'=\frac{2}{\ell^2}\left(1-\frac{2r^2}{\ell^2}\right)e^{-(r/\ell)^2}.$$

The sign changes at $r^2/\ell^2=1/2$, or $f=1-e^{-1/2}=0.3935$. The peak at 0.026 and the trough at 0.423 lie on opposite sides. Within this model the dividing fraction depends on neither the resistor nor the form of $v(V)$. There is at most one drop, because two maxima would need a minimum between them, and minima come after all maxima.

For a control, replace the seeds by straight, initially very thin stripe domains, placed at random with line density $\lambda$. Both walls of each stripe move outward, so $f=1-e^{-2\lambda r}$ and $h=2\lambda e^{-2\lambda r}$. Now $h$ decreases from the start. No voltage maximum is possible, and $V$, which begins by rising, never falls. The two polarization states and the wall law are the same; the growth of active wall length is missing.

**Q:** Your seeds are all there at the beginning. What if nucleation continues?

**A:** Let $j$ nuclei per area appear for each unit of wall advance. A nucleus born when the advance was $r'$ now has radius $r-r'$. The exponent in the unswitched probability is therefore

$$\int_0^r j\pi(r-r')^2\,dr'=\frac{\pi j r^3}{3}.$$

Nuclei counted inside switched areas add nothing, since they never overtake the surrounding wall. Thus $f=1-e^{-(r/\ell)^3}$ with $\ell=[3/(\pi j)]^{1/3}$, and $h\propto r^2e^{-(r/\ell)^3}$. Setting

$$\frac{d\ln h}{dr}=\frac2r-\frac{3r^2}{\ell^3}=0$$

gives $(r/\ell)^3=2/3$ and a dividing fraction of 0.487. This value holds for nucleation tied to the wall advance; a nucleation rate with its own voltage dependence is not bound by it. With the same $\ell$ and the other main inputs, the voltage peaks at 1.10 V and falls to 0.33 V. Continued nucleation can therefore produce a drop too.

**Q:** Then I will plot $V$ against $\sigma$. If it looks like an S, surely that is a material curve?

**A:** Change the resistor first. For the seeded film with $v=\mu V$, look at the same charge, $\sigma=-P_s/2$. For $\tau=10$, 100 and 1000 ns the voltages are 0.495, 0.057 and 0.0058 V. The apparent capacitances per area, $d\sigma/dV$, are $-0.0214$, $-0.332$ and $-3.48\ e/(\text{V angstrom}^2)$. A static curve would give one voltage and one slope at that charge.

The trough shows where the resistor enters. Setting $dV/dt=0$ with $v=\mu V$ gives

$$V_{\rm trough}=\frac{V_s}{1+\tau(2P_s/c)\mu h}
\ge\frac{V_s}{1+\tau(2P_s/c)\mu h_{\max}}.$$

At the largest $h$, $r=\ell/\sqrt2$, so $h_{\max}=\sqrt2e^{-1/2}/\ell=1.52\times10^{-3}$ angstrom$^{-1}$. With $2P_s/c=12.06$ V and $\tau=10$ ns, the bound is $2.0/(1+3.67)=0.428$ V. The actual trough is slightly higher, at 0.429 V, because it occurs close to the maximum of $h$.

**Q:** A viscous Landau film also depends on the resistor. What happens if I drive both very slowly?

**A:** For the seeded film, the slow peak occurs while $r\ll\ell$ and $V\ll V_s$. Put $s=V_s/\tau$ and $B=4P_s/(c\ell^2)$. Since $h\simeq2r/\ell^2$,

$$\frac{dV}{dt}=s-Br\frac{dr}{dt},\qquad
V=st-\frac{B r^2}{2},\qquad
\frac{dr}{dt}=\mu st-\frac{\mu B}{2}r^2.$$

The integration constant is zero because $V=r=0$ at $t=0$. Substitute $r=(2/\mu B)(du/dt)/u$. The squared terms cancel, leaving

$$\frac{d^2u}{dt^2}=k^3tu,\qquad k^3=\frac{\mu^2Bs}{2}.$$

With $z=kt$ this is Airy's equation. The condition $r(0)=0$ selects $u=\sqrt3\,\mathrm{Ai}(z)+\mathrm{Bi}(z)$, because $\mathrm{Bi}'(0)=-\sqrt3\,\mathrm{Ai}'(0)$. From $V=(dr/dt)/\mu$,

$$V=\frac{2k^2}{\mu^2B}
\left[z-\left(\frac{1}{u}\frac{du}{dz}\right)^2\right],\qquad
V_{\rm peak}=w\left(\frac{2s^2}{\mu^2B}\right)^{1/3}.$$

Numerical maximization of the bracket gives $w=0.819$. The peak vanishes as $\tau^{-2/3}$, and the film approaches its zero-voltage plateau. The radius at the peak shrinks as well, to 25 angstrom at $\tau=1000$ ns. The formula fails once that radius is no longer large compared with the seeds. It fails earlier if wall energy matters. A circular wall with energy $\eta$ per wall area needs $V>\eta d/(2P_sr)$ to grow, as derived at the end. For $\eta=10$ mJ/m$^2$ this is about 0.13 V at 25 angstrom, above the 0.052 V peak. The peak then levels off near the value of $\eta d/(2P_sr)$ at the seed radius instead of vanishing. The slow-drive numbers here describe walls of negligible energy.

For comparison, take a uniform Landau film with $p=P/P_s$ and

$$V_L(p)=\frac{3\sqrt3}{2}V_c(p^3-p),\qquad
\gamma\frac{dp}{dt}=V-V_L(p).$$

Its static turning points are at $p=\pm1/\sqrt3$, where $V_L=\mp V_c$. Use $V_c=1.0$ V, $\gamma=5.0$ V ns, and the same $P_s$, $c$ and source. Suppose the film is kept from splitting into domains, so that only uniform changes of $p$ are possible. At fixed charge its equilibrium is then stable if $P_s/c+dV_L/dp>0$. The smallest value, at $p=0$, is $6.03-2.60>0$ in volts, so slow charging can follow the whole S.

The table gives peak and trough voltages in V. It also includes seeded walls that creep, with $v=v_0e^{-V_a/V}$, $v_0=3000$ angstrom/ns and $V_a=5.0$ V.

| $\tau$ (ns) | linear walls | creeping walls | Landau film |
|---|---|---|---|
| 10 | 0.849, 0.429 | 1.025, 0.814 | 1.076, −0.764 |
| 100 | 0.229, 0.053 | 0.749, 0.604 | 1.008, −0.975 |
| 1000 | 0.052, 0.005 | 0.579, 0.476 | 1.001, −0.998 |

**Q:** So a peak that survives slow driving would settle it?

**A:** No. Over a modest range of rates, creeping walls can keep a high peak too. The creeping-wall peak falls by a factor of only 1.8 when $\tau$ grows a hundredfold; the linear-wall peak falls by a factor of 16. Inverting the creep law gives $V=V_a/\ln(v_0/v)$, so even a large reduction in speed changes the voltage only logarithmically.

**Q:** And if the voltage became negative?

**A:** That would exclude this wall model, whose voltage cannot cross zero from above. It would not by itself establish a uniform S-curve, because the model leaves out built-in fields. A built-in field that favors the final polarization moves the static plateau to a negative voltage, still without a negative slope.

Wall energy is another omission. For a circular domain with wall energy $\eta$ per wall area, the energy at fixed voltage is $2\pi rd\eta-2P_sV\pi r^2$. Its derivative vanishes at $V=\eta d/(2P_sr)$. This balance voltage falls as the domain grows. At fixed voltage the balance is an energy maximum, a nucleation barrier for the domain. It is not the barrier for switching the whole film uniformly.

A large resistor nearly fixes the charge instead. Growth then lowers the voltage itself: for a single circular domain in a capacitor of plate area $A$, $dV/dr=-4\pi P_sr/(cA)$ at fixed $\sigma$. If this fall is steeper than that of the balance voltage, whose slope is $-V/r$, the balance is stable. Slow charging can then follow a falling voltage that comes from domain geometry. The condition reads $r^3>\eta d cA/(8\pi P_s^2)$, so this branch is large only for small plates. With $\eta=10$ mJ/m$^2$ it starts near 0.057 V for a square plate of side 0.2 µm, but near 1.4 mV for a side of 50 µm. With perfectly screening electrodes, several equal domains would not be stable together. They share one voltage, and a domain slightly larger than the others has a lower balance voltage, so it grows while smaller ones shrink. Imperfect screening adds stray fields that can stabilize equal domains, and this model leaves them out. Even a drop that survives very slow driving therefore does not prove a uniform S-curve.

If leakage and stray capacitance are negligible, your transient establishes that bound charge was released faster than the circuit supplied charge. To attribute that release to an intrinsic S-curve, you need evidence that separates uniform switching from nucleation and wall motion.

All numerical values are calculated from the stated model.
